# Spin-orbit constant of an open shell outside a frozen closed-shell core: a program that tests the result

```python
# Blume-Watson spin-orbit constant (atomic units, g = 2, frozen closed-shell core).
# H = (a2/2) sum_i Z l_i.s_i/r_i^3 + sum_{i!=j} g(i,j).(s_i + 2 s_j),  a2 = alpha^2,
# g(1,2) = (a2/2) grad_1(1/r12) x p_1.  s_i: spin-own-orbit, 2 s_j: spin-other-orbit.
# Claim: for an open shell a (ang. mom. la) outside closed shells c (lc) the nuclear and
# core-valence terms equal zeta * sum l.s, zeta = (a2/2) Z <r^-3> + sum_c (direct + exchange),
#  direct   = -2 (4 lc + 2) M0
#  exchange = -6 (2lc+1)/A sum_k (la k lc;000)^2 {(A+C-K)[k N^(k-2) - (k+1) N^k] - (A+K-C) V^(k-1)}
# A=la(la+1), C=lc(lc+1), K=k(k+1), P=rR, rho=Pa Pc, y_k(r)=int rho(r') r<^k/r>^(k+1) dr',
# M0=(a2/4) int_{r1>r2} Pa^2(1) Pc^2(2)/r1^3, N^k=(a2/4) int_{r1>r2} rho rho r2^k/r1^(k+3),
# V^(k-1)=(a2/4) int Ra Rc' y_k r dr.
# Independent side: X_i[pqrs] = int int (grad p x grad q)_i(1) r s(2)/r12 from analytic
# Gaussian integrals, <pr|g_i|qs> = i (a2/2) X_i[pqrs], explicit spin and determinant sums.
import itertools
import numpy as np
from scipy.constants import alpha, physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

scf.hf.MUTE_CHKFILE = True
a2 = alpha**2
CM = physical_constants['hartree-inverse meter relationship'][0] / 100
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])

# ---------- radial formulas on a logarithmic grid ----------
t = np.linspace(np.log(1e-6), np.log(90.0), 8001)
r = np.exp(t)
def cum(f):
    return CubicSpline(t, f * r).antiderivative()(t)
def radial(l, exps, coefs):
    R, dR = np.zeros_like(r), np.zeros_like(r)
    for e, c in zip(exps, coefs):
        gau = c * gto.gto_norm(l, e) * np.exp(-e * r * r)
        R += gau * r**l
        dR += gau * (l * r**(l - 1) - 2 * e * r**(l + 1))
    assert abs(cum(R * R * r * r)[-1] - 1) < 1e-8
    return l, R, dR
def marvin(k, rho1, rho2):
    return a2 / 4 * cum(rho1 * cum(rho2 * r**k) / r**(k + 3))[-1]
def core_terms(a, c):
    la, Ra, _ = a
    lc, Rc, dRc = c
    rho = Ra * Rc * r * r
    used = {'M0': marvin(0, (Ra * r)**2, (Rc * r)**2)}
    A, C, total = la * (la + 1), lc * (lc + 1), 0.0
    for k in range(abs(la - lc), la + lc + 1, 2):
        K, w = k * (k + 1), float(wigner_3j(la, k, lc, 0, 0, 0))**2
        if A + C - K:
            used['N%d' % k] = marvin(k, rho, rho)
            total -= w * (A + C - K) * (k + 1) * used['N%d' % k]
            if k:
                used['N%d' % (k - 2)] = marvin(k - 2, rho, rho)
                total += w * (A + C - K) * k * used['N%d' % (k - 2)]
        if A + K - C:
            outer = cum(rho / r**(k + 1))
            y = cum(rho * r**k) / r**(k + 1) + r**k * (outer[-1] - outer)
            used['V%d' % (k - 1)] = a2 / 4 * cum(Ra * dRc * r * y)[-1]
            total -= w * (A + K - C) * used['V%d' % (k - 1)]
    return -2 * (4 * lc + 2) * used['M0'], -6 * (2 * lc + 1) / A * total, used

# ---------- sphere grid: real harmonics, L matrices, angular identities ----------
ct, wt = np.polynomial.legendre.leggauss(8)
ph = (np.arange(16) + 0.3) * np.pi / 8
st = np.sqrt(1 - ct**2)
nhat = np.array([np.outer(st, np.cos(ph)).ravel(), np.outer(st, np.sin(ph)).ravel(),
                 np.repeat(ct, 16)]).T.copy()
wang = np.repeat(wt, 16) * np.pi / 8
Y, gY, L = {}, {}, {}
for l in range(6):
    m = gto.M(atom='He 0 0 0', basis={'He': [[l, [1.0, 1.0]]]}, verbose=0)
    ao = m.eval_gto('GTOval_sph_deriv1', nhat)
    ao = ao / np.sqrt(wang @ ao[0]**2)
    Y[l] = ao[0]
    gY[l] = ao[1:] - np.einsum('gi,gj,jgm->igm', nhat, nhat, ao[1:])
    L[l] = -1j * np.einsum('ijk,g,ga,gj,kgb->iab', eps, wang, Y[l], nhat, gY[l], optimize=True)
    assert np.allclose(L[l][0] @ L[l][1] - L[l][1] @ L[l][0], 1j * L[l][2], atol=1e-10)
    assert np.allclose(sum(x @ x for x in L[l]), l * (l + 1) * np.eye(2 * l + 1), atol=1e-10)
for la, lc, k in [(1, 0, 1), (1, 1, 2), (2, 1, 1), (2, 1, 3), (2, 2, 2), (3, 2, 3), (3, 2, 5)]:
    Cq = np.sqrt(4 * np.pi / (2 * k + 1)) * np.einsum('g,ga,gq,gc->qac', wang, Y[la], Y[k], Y[lc])
    nn = (2 * la + 1) * (2 * lc + 1) * float(wigner_3j(la, k, lc, 0, 0, 0))**2
    A, C, K = la * (la + 1), lc * (lc + 1), k * (k + 1)
    tr1 = np.einsum('iab,qbc,icd,qad->', L[la], Cq, L[lc], Cq)
    tr2 = np.einsum('iab,pbc,ipq,qac->', L[la], Cq, L[k], Cq)
    assert abs(tr1 - (A + C - K) * nn / 2) < 1e-9 and abs(tr2 - (A + K - C) * nn / 2) < 1e-9
    rad = np.einsum('ijk,g,ga,jgq,kgc->iaqc', eps, wang, Y[la], gY[k], gY[lc], optimize=True)
    assert lc == 0 or abs(rad).max() > 1e-2
    assert abs(np.einsum('iab,ibqc->aqc', L[la], rad)).max() < 1e-10

# ---------- integration by parts, by 3D quadrature ----------
def cross_tensor(mol):
    n = mol.nao_nr()
    T = mol.intor('int2e_ipvip1', comp=9).reshape(3, 3, n, n, n, n)
    return np.array([T[1, 2] - T[2, 1], T[2, 0] - T[0, 2], T[0, 1] - T[1, 0]])
small = gto.M(atom='He 0 0 0', verbose=0,
              basis={'He': [[0, [1.1, 1.0]], [1, [0.8, 1.0]], [2, [0.6, 1.0]]]})
xr, wr = np.polynomial.legendre.leggauss(50)
xr, wr = 3.5 * (xr + 1), 3.5 * wr
pts = np.ascontiguousarray((xr[:, None, None] * nhat[None]).reshape(-1, 3))
w3 = np.outer(wr * xr**2, wang).ravel()
ao = small.eval_gto('GTOval_sph_deriv1', pts)
pot = lambda x: small.intor('int1e_grids', grids=np.ascontiguousarray(x)).reshape(len(x), 81)
crs = np.array([ao[1 + j][:, :, None] * ao[1 + k][:, None, :] - ao[1 + k][:, :, None] * ao[1 + j][:, None, :]
                for j, k in [(1, 2), (2, 0), (0, 1)]]) * w3[None, :, None, None]
U = pot(pts)
Xq = np.array([c.reshape(-1, 81).T @ U for c in crs])
Xlib = cross_tensor(small).reshape(3, 81, 81)
order = 1.0 if np.sum(Xq * Xlib) > 0 else -1.0   # library component order, fixed by quadrature
assert abs(Xq).max() > 0.1 and abs(Xq - order * Xlib).max() < 1e-6
hh = 1e-3   # central difference, error of order hh^2
dU = [(pot(pts + hh * e) - pot(pts - hh * e)) / (2 * hh) for e in np.eye(3)]
pdq = [(w3[:, None, None] * ao[0][:, :, None] * ao[1 + k][:, None, :]).reshape(-1, 81) for k in range(3)]
Ddef = np.array([pdq[k].T @ dU[j] - pdq[j].T @ dU[k] for j, k in [(1, 2), (2, 0), (0, 1)]])
assert abs(Ddef + Xq).max() < 1e-5
nuc = 1j * np.einsum('igpq,g->ipq', crs, -1 / np.repeat(xr, len(wang)))
for l, e, sl in [(1, 0.8, slice(1, 4)), (2, 0.6, slice(4, 9))]:
    assert np.allclose(nuc[:, sl, sl], cum(radial(l, [e], [1.0])[1]**2 / r)[-1] * L[l], atol=1e-7)

# ---------- radial formula and selection rules on model Gaussian shells ----------
model = gto.M(atom='He 0 0 0', verbose=0, basis={'He': [
    [0, [2.0, 1.0]], [1, [1.3, 1.0]], [1, [0.5, 1.0]], [2, [0.9, 1.0]], [2, [0.4, 1.0]], [3, [0.6, 1.0]]]})
G = 0.5j * a2 * order * cross_tensor(model)
loc = model.ao_loc_nr()
sh = [radial(model.bas_angular(b), model.bas_exp(b), [1.0]) for b in range(model.nbas)]
sls = [slice(loc[b], loc[b + 1]) for b in range(model.nbas)]
worst = 0.0
for c, sc in zip(sh, sls):
    Vd = 2 * np.einsum('iabcc->iab', G[:, :, :, sc, sc])
    Vx = -3 * np.einsum('iaccb->iab', G[:, :, sc, sc, :]) - 3 * np.einsum('icbac->iab', G[:, sc, :, :, sc])
    assert abs(np.einsum('iccab->iab', G[:, sc, sc])).max() < 1e-11 * a2   # no core current
    for (ia, a), (ib, b) in itertools.product(enumerate(sh), repeat=2):
        bd, bx = Vd[:, sls[ia], sls[ib]], Vx[:, sls[ia], sls[ib]]
        if a[0] != b[0] or a[0] == 0:
            assert abs(bd).max() + abs(bx).max() < 1e-11 * a2
        elif ia == ib:
            d, x, _ = core_terms(a, c)
            worst = max(worst, abs(bd - d * L[a[0]]).max() / a2, abs(bx - x * L[a[0]]).max() / a2)
        else:
            Ll = L[a[0]]
            f = np.vdot(Ll, bx) / np.vdot(Ll, Ll)
            assert abs(f) > 1e-4 * a2 and abs(bx - f * Ll).max() < 1e-11 * a2
assert worst < 1e-7

# ---------- Na: RHF core of Na+, frozen-core 3p and 3d ----------
es, ep, ed = 0.3 * 2.5**np.arange(16), 0.006 * 2.3**np.arange(18), 0.003 * 2.3**np.arange(12)
ion = gto.M(atom='Na 0 0 0', charge=1, verbose=0,
            basis={'Na': [[0, [e, 1.0]] for e in es] + [[1, [e, 1.0]] for e in ep]})
es = np.array([ion.bas_exp(b)[0] for b in range(16)])
ep = np.array([ion.bas_exp(b)[0] for b in range(16, 34)])
mf = scf.RHF(ion)
mf.chkfile, mf.conv_tol, mf.max_cycle = None, 1e-10, 100
mf.kernel()
assert mf.converged
F, S = mf.get_fock(dm=mf.make_rdm1()), ion.intor('int1e_ovlp')
e_s, c_s = eigh(F[:16, :16], S[:16, :16])
e_p, c_p = eigh(F[16::3, 16::3], S[16::3, 16::3])
bs = [0] + [[e, c_s[i, 0], c_s[i, 1]] for i, e in enumerate(es)]
md = gto.M(atom='Na 0 0 0', charge=1, verbose=0, basis={'Na': [
    bs, [1] + [[e, c_p[i, 0]] for i, e in enumerate(ep)]] + [[2, [e, 1.0]] for e in ed]})
ed = np.array([md.bas_exp(b)[0] for b in range(2, 14)])
Fd = (md.intor('int1e_kin') + md.intor('int1e_nuc'))[5:, 5:] \
    + 2 * np.einsum('abcc->ab', md.intor('int2e', shls_slice=(2, 14, 2, 14, 0, 2, 0, 2))) \
    - np.einsum('accb->ab', md.intor('int2e', shls_slice=(2, 14, 0, 2, 0, 2, 2, 14)))
e_d, c_d = eigh(Fd[::5, ::5], md.intor('int1e_ovlp')[5::5, 5::5])
core = {'1s': radial(0, es, c_s[:, 0]), '2s': radial(0, es, c_s[:, 1]), '2p': radial(1, ep, c_p[:, 0])}
val = {'3p': radial(1, ep, c_p[:, 1]), '3d': radial(2, ed, c_d[:, 0])}
res = {v: {c: core_terms(val[v], core[c]) for c in core} for v in val}

# explicit spin-orbital sums; orbitals 1s 2s 2p(3) 3p(3), index = 2*orbital + spin
mo = gto.M(atom='Na 0 0 0', charge=1, verbose=0, basis={'Na': [
    bs, [1] + [[e, c_p[i, 0], c_p[i, 1]] for i, e in enumerate(ep)]]})
assert np.allclose(mo.intor('int1e_ovlp'), np.eye(8), atol=1e-8)
G = 0.5j * a2 * order * cross_tensor(mo)
own = np.einsum('ipqrs,iab,cd->paqbrcsd', G, spin, np.eye(2)).reshape((16,) * 4)
oth = 2 * np.einsum('ipqrs,ab,icd->paqbrcsd', G, np.eye(2), spin).reshape((16,) * 4)
own, oth = own + own.transpose(2, 3, 0, 1), oth + oth.transpose(2, 3, 0, 1)
co, va = slice(0, 10), slice(10, 16)
direct = lambda h: np.einsum('abcc->ab', h[va, va, co, co])
exch = lambda h: -np.einsum('accb->ab', h[va, co, co, va])
LS = sum(np.kron(L[1][i], spin[i]) for i in range(3))
zd, zx = [sum(res['3p'][c][n] for c in core) for n in (0, 1)]
tol = 1e-6 * abs(zd)
h = own + oth
hc = h[co, co, co, co]
assert abs(np.einsum('ccdd->', hc) - np.einsum('cddc->', hc)) < 1e-9 * a2
assert abs(direct(oth)).max() < tol and abs(direct(own) - zd * LS).max() < tol
assert abs(exch(own) - zx / 3 * LS).max() < tol and abs(exch(oth) - 2 * zx / 3 * LS).max() < tol
lev = np.sort(np.linalg.eigvalsh(direct(h) + exch(h)))
assert np.allclose(lev, np.sort([(zd + zx) / 2] * 4 + [-(zd + zx)] * 2), rtol=0, atol=tol)
u = res['3p']['2p'][2]
assert abs(res['3p']['2p'][1] - (84 * u['N0'] - 36 * u['N2'] + 36 * u['V1']) / 5) < tol
assert abs(res['3p']['1s'][1] - 4 * res['3p']['1s'][2]['V0']) < tol

# determinant space: four electrons in 2s and 3p, projected on 2s2 3p2
ix = [2, 3] + list(range(10, 16))
hs = h[np.ix_(ix, ix, ix, ix)]
dets = list(itertools.combinations(range(8), 4))
pos = {d: n for n, d in enumerate(dets)}
E = np.zeros((8, 8, 70, 70))
for n, d in enumerate(dets):
    for iq, q in enumerate(d):
        rest = d[:iq] + d[iq + 1:]
        for p in set(range(8)) - set(rest):
            new = tuple(sorted(rest + (p,)))
            E[p, q, pos[new], n] = (-1)**(iq + new.index(p))
keep = [n for n, d in enumerate(dets) if d[:2] == (0, 1)]
def two_body(x):
    W = np.tensordot(x, E, axes=([2, 3], [0, 1]))
    H = sum(E[p, q] @ W[p, q] for p in range(8) for q in range(8))
    H = H - np.tensordot(np.einsum('pqqs->ps', x), E, axes=([0, 1], [0, 1]))
    return 0.5 * H[np.ix_(keep, keep)]
hvv = np.zeros_like(hs)
hvv[2:, 2:, 2:, 2:] = hs[2:, 2:, 2:, 2:]
O = np.tensordot(LS, E[2:, 2:], axes=([0, 1], [0, 1]))[np.ix_(keep, keep)]
z2s = res['3p']['2s'][0] + res['3p']['2s'][1]
assert abs(two_body(hs - hvv) - z2s * O).max() < tol
Hvv = two_body(hvv)
resid = np.linalg.norm(Hvv - np.vdot(O, Hvv) / np.vdot(O, O) * O) / np.linalg.norm(Hvv)
assert resid > 1e-3

# ---------- output ----------
print('alpha^2/2 = %.6e ; 1 hartree = %.4f cm^-1 ; Z = 11' % (a2 / 2, CM))
print('exponents (bohr^-2): 16 s %.3g..%.4g, 18 p %.3g..%.4g, 12 d %.3g..%.4g'
      % (es.min(), es.max(), ep.min(), ep.max(), ed.min(), ed.max()))
print('model shells: max |formula - analytic| / alpha^2 = %.1e hartree' % worst)
print('3p^2 valence-valence part not along sum l.s: fraction %.4f' % resid)
print('E(Na+, RHF) = %.5f hartree' % mf.e_tot)
print('eps 1s 2s 2p = %.5f %.5f %.5f hartree' % (e_s[0], e_s[1], e_p[0]))
print('eps 3p 3d = %.6f %.6f hartree' % (e_p[1], e_d[0]))
for v in val:
    l, R, _ = val[v]
    r3 = cum(R * R / r)[-1]
    unit = a2 / 2 * r3
    print('--- Na %s ---' % v)
    print('<r> = %.4f bohr ; <r^-3> = %.6g bohr^-3' % (cum(R * R * r**3)[-1], r3))
    print('(alpha^2/2)<r^-3> = %.6g cm^-1 ; nuclear = %.6g cm^-1' % (unit * CM, 11 * unit * CM))
    for c in core:
        d, x, used = res[v][c]
        print(c, ' '.join('%s=%.5g' % (n, used[n] * CM) for n in used), 'cm^-1')
        print(c, 'direct = %.5g exchange = %.5g cm^-1' % (d * CM, x * CM))
    d, x = [sum(res[v][c][n] for c in core) for n in (0, 1)]
    z = 11 * unit + d + x
    assert 0 < -d / unit < 10 and z < 11 * unit
    print('direct total = %.6g cm^-1 ; exchange total = %.6g cm^-1' % (d * CM, x * CM))
    print('exchange own-orbit = %.5g other-orbit = %.5g cm^-1' % (x / 3 * CM, 2 * x / 3 * CM))
    print('nuclear + direct = %.6g cm^-1' % ((11 * unit + d) * CM))
    print('screening charge: direct %.4f exchange %.4f ; Z_eff = %.4f' % (-d / unit, -x / unit, z / unit))
    print('zeta_c = %.6g cm^-1 = %.5e hartree ; zeta_c/nuclear = %.4f' % (z * CM, z, z / (11 * unit)))
    print('splitting (l+1/2) zeta: nuclear %.5g, +direct %.5g, full %.5g cm^-1'
          % tuple((l + 0.5) * q * CM for q in (11 * unit, 11 * unit + d, z)))
print('PASS')
```

Output:

```
alpha^2/2 = 2.662568e-05 ; 1 hartree = 219474.6314 cm^-1 ; Z = 11
exponents (bohr^-2): 16 s 0.3..2.794e+05, 18 p 0.006..8463, 12 d 0.003..28.58
model shells: max |formula - analytic| / alpha^2 = 1.5e-11 hartree
3p^2 valence-valence part not along sum l.s: fraction 0.9712
E(Na+, RHF) = -161.67669 hartree
eps 1s 2s 2p = -40.75968 -3.07367 -1.79721 hartree
eps 3p 3d = -0.109438 -0.055665 hartree
--- Na 3p ---
<r> = 5.9929 bohr ; <r^-3> = 0.167347 bohr^-3
(alpha^2/2)<r^-3> = 0.977919 cm^-1 ; nuclear = 10.7571 cm^-1
1s M0=0.32743 V0=-0.28855 cm^-1
1s direct = -1.3097 exchange = -1.1542 cm^-1
2s M0=0.061806 V0=0.022379 cm^-1
2s direct = -0.24722 exchange = 0.089517 cm^-1
2p M0=0.064921 N0=0.029467 N2=0.016775 V1=-0.02382 cm^-1
2p direct = -0.77905 exchange = 0.20277 cm^-1
direct total = -2.33601 cm^-1 ; exchange total = -0.861924 cm^-1
exchange own-orbit = -0.28731 other-orbit = -0.57462 cm^-1
nuclear + direct = 8.42109 cm^-1
screening charge: direct 2.3888 exchange 0.8814 ; Z_eff = 7.7299
zeta_c = 7.55917 cm^-1 = 3.44421e-05 hartree ; zeta_c/nuclear = 0.7027
splitting (l+1/2) zeta: nuclear 16.136, +direct 12.632, full 11.339 cm^-1
--- Na 3d ---
<r> = 10.4615 bohr ; <r^-3> = 0.00259572 bohr^-3
(alpha^2/2)<r^-3> = 0.0151685 cm^-1 ; nuclear = 0.166854 cm^-1
1s M0=0.0075827 V1=-8.9331e-06 cm^-1
1s direct = -0.030331 exchange = -2.144e-05 cm^-1
2s M0=0.007495 V1=-0.00032182 cm^-1
2s direct = -0.02998 exchange = -0.00077237 cm^-1
2p M0=0.0074831 N1=7.616e-05 N-1=0.00017899 V0=-0.00055513 N3=4.6305e-05 V2=-0.00029607 cm^-1
2p direct = -0.089797 exchange = -0.0025699 cm^-1
direct total = -0.150108 cm^-1 ; exchange total = -0.00336373 cm^-1
exchange own-orbit = -0.0011212 other-orbit = -0.0022425 cm^-1
nuclear + direct = 0.0167461 cm^-1
screening charge: direct 9.8960 exchange 0.2218 ; Z_eff = 0.8822
zeta_c = 0.0133823 cm^-1 = 6.09744e-08 hartree ; zeta_c/nuclear = 0.0802
splitting (l+1/2) zeta: nuclear 0.41713, +direct 0.041865, full 0.033456 cm^-1
PASS
```
